\section*{Photodetachment of the hydrogen negative ion in the zero-range model}

\section*{Question}

I am working on an exercise about photodetachment, $\mathrm{H}^-+\hbar\omega\to\mathrm{H}+e^-$. The ion is treated as one weakly bound electron in a force of zero range, with binding energy $\varepsilon=\hbar^2\gamma^2/2m$. I am asked to show that
\[
\sigma\propto\frac{k^3}{(k^2+\gamma^2)^3},
\]
where $k$ is the wave number of the outgoing electron, that the cross section peaks at twice the binding energy, and then to apply the effective-range correction to the normalization.

I can write down $e^{-\gamma r}/r$ and a plane wave, but I am stuck on four points. Why may the final state be a plane wave when the initial state owes its existence to the force? Is it the photon energy or the electron energy that equals $2\varepsilon$ at the peak? Should there be a factor of two because $\mathrm{H}^-$ has two electrons? And how can a correction at small $r$ rescale the whole cross section, as $1/(1-\gamma\rho)$ seems to do?

\section*{Answer}

I use Gaussian units, with electron charge $-e$. The light is linearly polarized along $z$, and its wavelength is much longer than $1/\gamma$, so the dipole approximation applies.

\subsection*{From the transition rate to a cross section}

In a field $E_0\cos\omega t$ along $z$, the electron has the interaction energy $eE_0z\cos\omega t$. Absorption comes from one of the two exponentials in the cosine, with amplitude $eE_0/2$. The golden rule gives the rate
\[
W=\frac{2\pi}{\hbar}\,\frac{e^2E_0^2}{4}\sum_f|\langle f|z|i\rangle|^2\,\delta(E_f-E_i-\hbar\omega).
\]
The mean energy flux is $cE_0^2/8\pi$, so the photon flux is $cE_0^2/(8\pi\hbar\omega)$. Dividing the rate by it,
\begin{equation}
\sigma=\frac{4\pi^2e^2\omega}{c}\sum_f|\langle f|z|i\rangle|^2\,\delta(E_f-E_i-\hbar\omega).
\label{golden}
\end{equation}

\subsection*{The two states}

Outside a force of negligible range, the bound $s$ state obeys the free equation with energy $-\varepsilon$, so $\psi=Ne^{-\gamma r}/r$. In the zero-range model this form is used down to $r=0$. Normalization requires
\[
1=4\pi N^2\int_0^\infty e^{-2\gamma r}\,dr=\frac{2\pi N^2}{\gamma},
\qquad
\psi=\sqrt{\frac{\gamma}{2\pi}}\;\frac{e^{-\gamma r}}{r}.
\]

The remaining atom is neutral, so there is no Coulomb force on the outgoing electron. The contact force does scatter it, but only in the $s$ wave, because the other partial waves vanish at the origin. The function $z\psi$ is a pure $p$ wave, so the scattered $s$ wave drops out of the matrix element. This answers your first point: within the model, the plane wave may be used because its $p$ part is unaffected by the force.

\subsection*{The matrix element}

Start with the Fourier transform of the bound state. The angular integral of $e^{-i\mathbf k\cdot\mathbf r}$ is $4\pi\sin(kr)/(kr)$, hence
\[
\phi(\mathbf k)=\int e^{-i\mathbf k\cdot\mathbf r}\psi\,d^3r
=\sqrt{\frac{\gamma}{2\pi}}\,\frac{4\pi}{k}\int_0^\infty e^{-\gamma r}\sin kr\,dr
=\sqrt{\frac{\gamma}{2\pi}}\,\frac{4\pi}{k^2+\gamma^2}.
\]
Differentiating the exponential with respect to $k_z$ brings down $-iz$, so a factor $z$ in the integrand is $i\,\partial/\partial k_z$ outside it:
\[
\langle\mathbf k|z|i\rangle=i\frac{\partial\phi}{\partial k_z}
=-i\sqrt{\frac{\gamma}{2\pi}}\,\frac{8\pi k\cos\theta}{(k^2+\gamma^2)^2},
\]
where $\theta$ is the angle between $\mathbf k$ and the polarization. Squaring gives $(\gamma/2\pi)\,64\pi^2=32\pi\gamma$ in front:
\begin{equation}
|\langle\mathbf k|z|i\rangle|^2=\frac{32\pi\gamma k^2\cos^2\theta}{(k^2+\gamma^2)^4}.
\label{dipole}
\end{equation}

\subsection*{Sum over final states}

For plane waves of unit amplitude the sum is $\int d^3k/(2\pi)^3$. The delta function fixes $k$ through
\begin{equation}
\hbar\omega=\frac{\hbar^2k^2}{2m}+\varepsilon=\frac{\hbar^2(k^2+\gamma^2)}{2m},
\label{energy}
\end{equation}
and since $dE_f=\hbar^2k\,dk/m$, the radial integral of $k^2\,dk\,\delta(\dots)$ is $mk/\hbar^2$. With $\int\cos^2\theta\,d\Omega=4\pi/3$,
\[
\sum_f|\langle f|z|i\rangle|^2\delta(\dots)
=\frac{mk}{8\pi^3\hbar^2}\cdot\frac{4\pi}{3}\cdot\frac{32\pi\gamma k^2}{(k^2+\gamma^2)^4}
=\frac{16}{3\pi}\,\frac{m\gamma k^3}{\hbar^2(k^2+\gamma^2)^4}.
\]
Insert this in (\ref{golden}) with $\omega=\hbar(k^2+\gamma^2)/2m$. The frequency cancels one power of the denominator and the mass, leaving
\begin{equation}
\sigma_0=\frac{32\pi}{3}\,\frac{e^2}{\hbar c}\,\frac{\gamma k^3}{(k^2+\gamma^2)^3}.
\label{sigma0}
\end{equation}

Near threshold $\sigma_0\propto k^3$. One power of $k$ comes from the density of states and two from the square of the $p$-wave amplitude, which is proportional to $k$ at small $kr$.

\subsection*{Which energy is twice the binding energy?}

Let $x=\hbar\omega/\varepsilon$. Equation (\ref{energy}) gives $k^2+\gamma^2=\gamma^2x$ and $k=\gamma\sqrt{x-1}$, so
\begin{equation}
\sigma_0=\frac{32\pi}{3}\,\frac{e^2}{\hbar c}\,\frac{1}{\gamma^2}\,\frac{(x-1)^{3/2}}{x^3}.
\label{xform}
\end{equation}
Setting the derivative of its logarithm to zero,
\[
\frac{3}{2(x-1)}-\frac{3}{x}=0\quad\Longrightarrow\quad x=2.
\]
The cross section is positive between its zeros at $x=1$ and $x\to\infty$, so this single stationary point is the maximum. It is the photon energy that equals $2\varepsilon$; the electron leaves with kinetic energy $\varepsilon$, that is, with $k=\gamma$. The last factor in (\ref{xform}) is then $1/8$, and
\begin{equation}
\sigma_0^{\max}=\frac{4\pi}{3}\,\frac{e^2}{\hbar c}\,\frac{1}{\gamma^2}.
\label{peak}
\end{equation}
In the zero-range model, a more weakly bound electron therefore has a larger orbit and a larger peak cross section.

\subsection*{The second electron}

Take a spin singlet built from a core $s$ orbital $\varphi$ and an outer $s$ orbital $\chi$, orthogonal to each other and normalized. In the final state $\chi$ is replaced by the outgoing $p$ wave $f$:
\[
\Psi_i=\frac{\varphi(1)\chi(2)+\chi(1)\varphi(2)}{\sqrt2},\qquad
\Psi_f=\frac{\varphi(1)f(2)+f(1)\varphi(2)}{\sqrt2}.
\]
By symmetry $z_1$ and $z_2$ contribute equally, and this factor of two cancels the product of the two factors $1/\sqrt2$:
\[
\langle\Psi_f|z_1+z_2|\Psi_i\rangle
=\langle f|z|\chi\rangle+\langle\varphi|\chi\rangle\langle f|z|\varphi\rangle
+\langle f|\varphi\rangle\langle\varphi|z|\chi\rangle+\langle f|\chi\rangle\langle\varphi|z|\varphi\rangle.
\]
The second term vanishes because $\chi$ and $\varphi$ are orthogonal, the last two because a $p$ wave is orthogonal to $s$ orbitals. What remains is the one-electron element, so for this state there is no extra factor of two. (Two electrons in one and the same orbital would give that factor if the electron left behind stayed in that orbital; if it relaxes to a different one, the squared overlap of the two orbitals reduces the factor.) Orthogonality is an assumption of this argument, and the ground state of $\mathrm H^-$ does not satisfy it: described by such a pair, its core and outer orbitals overlap by about $0.65$. With overlap $S$ the element becomes $(\langle f|z|\chi\rangle+S\langle f|z|\varphi\rangle)/\sqrt{1+S^2}$. The real ion is moreover correlated and is not a single product of this kind; the model represents it by one active electron, and the effect of the second electron on the height of the tail has to be carried by the normalization constant discussed next.

\subsection*{What the effective range does to the normalization}

Now let the force have a finite range, and describe it by a local potential. Let $u(r)$ be the true $s$-wave radial function ($r$ times the wave function), with $u(0)=0$. Let $v(r)$ be the free solution that coincides with $u$ outside the force, continued inward to $r=0$ and scaled so that $v(0)=1$. For a scattering state with phase shift $\delta_0$,
\[
v=\frac{\sin(kr+\delta_0)}{\sin\delta_0},\qquad v'(0)=k\cot\delta_0\equiv C(k^2).
\]
For the bound state $k^2=-\gamma^2$ and $v=e^{-\gamma r}$, so $C(-\gamma^2)=-\gamma$.

Compare two energies, labelled 1 and 2. From $v''=-k^2v$,
\[
\frac{d}{dr}(v_1v_2'-v_2v_1')=(k_1^2-k_2^2)\,v_1v_2 .
\]
The same identity holds for $u_1,u_2$, because the potential term cancels in the difference. Subtract the two identities and integrate from $0$ to a point outside the force. At the upper end $u$ and $v$ agree and cancel. At the lower end the $u$ terms vanish and the $v$ terms give $C_2-C_1$, with a minus sign as a lower limit. Therefore
\[
C_2-C_1=(k_2^2-k_1^2)\int_0^\infty(v_1v_2-u_1u_2)\,dr .
\]
Let both energies approach that of the bound state. The slope of $C$ there defines the effective range $\rho$:
\begin{equation}
\frac{\rho}{2}\equiv\left.\frac{dC}{dk^2}\right|_{-\gamma^2}=\int_0^\infty(v^2-u^2)\,dr,
\qquad
k\cot\delta_0=-\gamma+\frac{\rho}{2}(k^2+\gamma^2)+\dots
\label{range}
\end{equation}
Thus $\rho$, a quantity obtained from scattering, measures how much the norm of the true function differs from that of its continued tail. Since $\int_0^\infty e^{-2\gamma r}dr=1/2\gamma$,
\[
\int_0^\infty u^2\,dr=\frac{1}{2\gamma}-\frac{\rho}{2}=\frac{1-\gamma\rho}{2\gamma}.
\]
The normalized radial function is $Au$, and outside the force it equals $Ae^{-\gamma r}$ with
\begin{equation}
A^2=\frac{2\gamma}{1-\gamma\rho}.
\label{tail}
\end{equation}
The zero-range value is $2\gamma$. For $\rho>0$ the true function carries less norm inside than the continued exponential would, so the tail must carry more.

\subsection*{Why the whole cross section is rescaled}

The radial dipole integral is $A\int u\,r\,F(kr)\,dr$, where $F(s)=\sin s/s-\cos s$ is the free $p$ wave. With $u$ replaced by its tail it is elementary:
\[
\int_0^\infty e^{-\gamma r}rF(kr)\,dr
=\frac{1}{k^2+\gamma^2}-\frac{\gamma^2-k^2}{(k^2+\gamma^2)^2}
=\frac{2k^2}{(k^2+\gamma^2)^2}.
\]
At small $r$, $F\approx k^2r^2/3$, so the integrand carries a factor $r^3$, and the inner region counts for little as long as $k$ and $\gamma$ are small compared with the inverse range of the force. The relative error in the amplitude made by using the tail everywhere is
\begin{equation}
\frac{\int(v-u)\,rF\,dr}{2k^2/(k^2+\gamma^2)^2}\approx\frac{(k^2+\gamma^2)^2}{6}\int_0^\infty(v-u)\,r^3\,dr,
\label{error}
\end{equation}
provided $kr\ll1$ throughout the force region. The integral also assumes that the outgoing $p$ wave stays free, which a force of finite range does not guarantee; the numbers below show the size of that effect. When (\ref{error}) is small and the force on the $p$ wave is neglected, the finite range enters through $A^2$ alone:
\begin{equation}
\sigma=\frac{\sigma_0}{1-\gamma\rho}
=\frac{32\pi}{3}\,\frac{e^2}{\hbar c}\,\frac{\gamma k^3}{(1-\gamma\rho)(k^2+\gamma^2)^3}.
\label{corrected}
\end{equation}
The small-$r$ region changes the norm, and the norm fixes the height of the tail from which the photon detaches the electron. The factor does not depend on $k$, so the peak of (\ref{corrected}) stays at $\hbar\omega=2\varepsilon$.

For $\mathrm H^-$, $\gamma$ follows from the electron affinity and $\rho$ from singlet $s$-wave scattering of electrons by hydrogen atoms, since the ion is a singlet. Using (\ref{tail}) there carries a one-electron result over to a correlated system, which I have not proved here. The polarization of the atom by the outer electron is also left out.

\subsection*{A limit on the correction}

Integrate (\ref{sigma0}) over frequency with $d\omega=\hbar k\,dk/m$ and $k=\gamma\tan t$:
\[
\int\sigma_0\,d\omega=\frac{32\pi}{3}\frac{e^2\gamma}{mc}\int_0^\infty\frac{k^4\,dk}{(k^2+\gamma^2)^3}
=\frac{32\pi}{3}\frac{e^2}{mc}\int_0^{\pi/2}\sin^4t\,dt=\frac{2\pi^2e^2}{mc},
\]
because the last integral is $3\pi/16$. This is the sum rule for one electron. Indeed, for a local potential $[z,[H,z]]=\hbar^2/m$, and its expectation value in the initial state is $2\sum_f(E_f-E_i)|\langle f|z|i\rangle|^2$. Integrating (\ref{golden}) over $\omega$ then gives $(4\pi^2e^2/\hbar^2c)(\hbar^2/2m)$, the same value, if all transitions lead to the continuum.

The corrected formula gives $1/(1-\gamma\rho)$ times this total. For one electron in a local potential with all transitions leading to the continuum, and $\rho>0$, that is too much, so (\ref{corrected}) cannot hold at all frequencies. (For the two-electron ion the sum rule allows twice the one-electron total. For $\mathrm H^-$ the squared tail amplitude, counting both electrons, is about $2.6$ times the zero-range value, so a formula of this shape exceeds that larger bound as well.) It is an approximation for low energies. Even at threshold the force on the $p$ wave can leave an error, $2.6\%$ for the square well used below.

\subsection*{Numbers}

Take the round values $\gamma=0.25/a_0$ and $\rho=2\,a_0$, where $a_0$ is the Bohr radius. They describe a model anion and are not data for $\mathrm H^-$. The binding energy is $0.850$ eV, so the peak lies at $2\times0.850=1.70$ eV, a wavelength of $729$ nm. Equation (\ref{peak}) gives
\[
\sigma_0^{\max}=\frac{4\pi}{3}\,\frac{e^2}{\hbar c}\,(4a_0)^2=0.489\,a_0^2 .
\]
With $\gamma\rho=0.25\times2=0.5$ the correction factor is $1/(1-0.5)=2$, and the corrected peak is $0.978\,a_0^2=2.74\times10^{-17}\ \mathrm{cm}^2$.

To see what the correction is worth, compare it with a square well that has the same $\gamma$ and $\rho$; its radius is $2.62\,a_0$ and its depth $8.04$ eV. In the column ``free $p$'' the exact bound state of the well is combined with a free $p$ wave, which isolates the normalization. In the column ``own $p$'' the well also acts on the outgoing electron. Cross sections are in $a_0^2$.

\begin{center}
\begin{tabular}{rcccc}
$\hbar\omega/\varepsilon$ & $\sigma_0$ & corrected & free $p$ & own $p$\\
\hline
1.25 & 0.250 & 0.501 & 0.500 & 0.525\\
2 & 0.489 & 0.978 & 0.974 & 1.082\\
3 & 0.410 & 0.820 & 0.812 & 0.934\\
5 & 0.250 & 0.501 & 0.488 & 0.509\\
10 & 0.106 & 0.211 & 0.191 & 0.079
\end{tabular}
\end{center}

With a free $p$ wave the correction works well: at the peak the well lies $0.4\%$ below the corrected formula, while the uncorrected one is too small by a factor of about two. The shortfall grows to $2.6\%$ at $x=5$ and $9\%$ at $x=10$. The right side of (\ref{error}), which grows as $x^2$, is $1.4\%$ and $5.5\%$ for this well. That is an error of the amplitude; after squaring, it predicts a shortfall of $2.7\%$ and $11\%$ in the cross section. The estimate overshoots slightly because $kr$ is not small throughout the well: at its edge $kr$ is $1.3$ for $x=5$ and $2.0$ for $x=10$.

The well's own $p$ wave matters more. At $k=\gamma$ its phase shift is only $0.04$ rad, yet the attraction raises the cross section by $11\%$ relative to the free-$p$ value, and the maximum moves to $\hbar\omega=2.08\,\varepsilon$. The near agreement of the corrected formula with the full well at $x=5$ is accidental. The effect of the $p$-wave force, $+15\%$ at $x=3$, has fallen to $+4\%$ at $x=5$ and changes sign near $x=5.4$; what is left of it at $x=5$ is partly offset by the true inner part of the bound state, which lowers the cross section as in (\ref{error}). At $x=10$ the corrected formula is too large by a factor of about $2.7$. The sum rule shows the same failure: in units of $2\pi^2e^2/mc$ the corrected formula integrates to $2$, the full well to $1$.

One practical point concerns $\rho$. Equation (\ref{tail}) needs the slope of $k\cot\delta_0$ at the bound-state energy. The effective range at zero energy, twice the slope at $k^2=0$, is $2.095\,a_0$ for this well. Using it instead would give $1/(1-0.25\times2.095)=2.10$, an enhancement $5\%$ too large. The closer $\gamma\rho$ is to one, the more such a difference is magnified.

The numerical check checks (\ref{sigma0}) by direct three-dimensional integration and (\ref{tail}) by computing $\rho$ and the norm of the well's bound state separately.

\section*{Calculated quantities}
\begin{verbatim}
gamma = 0.25 1/a0
effective range rho = 2.00 a0
gamma*rho = 0.500 (no unit)
enhancement 1/(1-gamma*rho) = 2.000 (no unit)
binding energy = 0.8504 eV
peak photon energy = 1.7007 eV
peak wavelength = 729.0 nm
peak sigma, zero range = 0.4891 a0^2
peak sigma, zero range = 1.3695e-17 cm^2
peak sigma, corrected = 0.9781 a0^2
peak sigma, corrected = 2.7391e-17 cm^2
largest relative error, 3D quadrature = 1.2e-10
numerical peak/binding, zero range = 2.00000
square-well radius = 2.6163 a0
square-well depth = 8.0409 eV
well effective range at threshold = 2.0950 a0
tail amplitude squared, norm integral = 1.000000 1/a0
tail amplitude squared, formula = 1.000000 1/a0
peak/binding, well with free p wave = 1.9943
peak/binding, well with own p wave = 2.0763
p phase shift of well at k=gamma = 0.0425 rad
sum rule, zero range = 1.00000 (no unit)
sum rule, corrected formula = 2.00000 (no unit)
sum rule, complete well = 1.00000 (no unit)
Cross sections in a0^2; x = photon energy / binding energy
x     zero-range  corrected  well,free-p  well,own-p
 1.10     0.0930     0.1859       0.1857      0.1925
 1.25     0.2504     0.5008       0.4999      0.5254
 1.50     0.4099     0.8197       0.8177      0.8773
 2.00     0.4891     0.9781       0.9739      1.0817
 3.00     0.4099     0.8197       0.8118      0.9340
 5.00     0.2504     0.5008       0.4879      0.5091
10.00     0.1056     0.2113       0.1914      0.0793
\end{verbatim}
